# Where d⁶ spin-crossover states lie on the Tanabe–Sugano diagram, part 1

(Sections cited here and not found follow in the second part.)

**Question: where on the d⁶ Tanabe–Sugano diagram does a spin-crossover complex sit?**

The d⁶ Tanabe–Sugano diagram has a kink where the ground state changes from ${}^5T_2$ to ${}^1A_1$. I have always read that point as the place where spin crossover happens: choose ligands with $10Dq$ almost equal to the crossing value, the two states are then within $kT$ of each other, and heating converts low spin into high spin. A colleague objects that the metal–ligand bonds lengthen by roughly 0.2 Å in the conversion, and that this spoils my picture. I do not see why. The diagram gives the energies as functions of $10Dq$, and the states are degenerate only at the crossing. Where do the two spin states of a crossover complex lie on the diagram, how much does the bond change matter, and is there any limit in which my reading is right?

**Answer**

The diagram compares the two states at the same $10Dq$, that is, at the same geometry. A thermal equilibrium compares each state at its own relaxed geometry, and the two geometries have different $10Dq$. In the model below one can prove that a crossover complex whose relaxed energy gap is smaller than its reorganization energies (condition (12)) has its high-spin minimum below the crossing and its low-spin minimum above it, and that the crossing value is met only at a bond length between the two minima, at the top of the barrier. The jump in $10Dq$ is a factor $(r_H/r_L)^n$, which for a change from 2.0 to 2.2 Å is 1.61 to 1.77 for $n$ from 5 to 6; it depends on $n$ and is not a constant. Your reading becomes correct when the metal–ligand framework is infinitely stiff.

### Model and conventions

Take an octahedral d⁶ complex ML₆ with one coordinate, the common bond length $r$. Energies are in cm⁻¹ and lengths in Å, the natural units here. Write $\Delta\equiv 10Dq$. The three $t_2$ orbitals ($xy$, $xz$, $yz$) have energy $-0.4\Delta$, and the two $e$ orbitals ($\epsilon=x^2-y^2$, $\theta=z^2$) have $+0.6\Delta$. With $\hat n_e$ the number of $e$ electrons and $6-\hat n_e$ electrons in $t_2$, the one-electron energy is $-0.4\Delta(6-\hat n_e)+0.6\Delta\,\hat n_e$, so

$$H=H_{ee}+\Delta\,(\hat n_e-2.4). \tag{1}$$

$H_{ee}$ is the Coulomb repulsion within the d shell, with all five orbitals sharing one radial function and with Racah parameters $B$, $C$ that do not depend on $r$. Spin–orbit coupling, Jahn–Teller distortion and interactions between complexes are left out. The subscripts $H$ and $L$ mean the lowest state with $S=2$ and with $S=0$, and $\mathcal E_S(\Delta)$ is the lowest eigenvalue of (1) for spin $S$.

### The repulsion integrals

Expand $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf u\cdot\mathbf u')$ with unit vectors $\mathbf u,\mathbf u'$. The radial factor gives the Slater integrals $F^k$. Let $d_p(\mathbf u)$ be the real normalized angular functions and $\rho_{pq}=d_pd_q$, which contains harmonics of rank $k=0,2,4$ only. The addition theorem says that integrating $P_k(\mathbf u\cdot\mathbf u')$ against a function picks out its rank-$k$ part times $4\pi/(2k+1)$, so

$$(pq|rs)=\sum_{k=0,2,4}F^k\,\frac{4\pi}{2k+1}\int\rho^{(k)}_{pq}\,\rho^{(k)}_{rs}\,d\Omega. \tag{2}$$

Racah's definitions $A=F^0-F^4/9$, $B=F^2/49-5F^4/441$, $C=35F^4/441$ invert to

$$F^0=A+\tfrac75C,\qquad F^2=49B+7C,\qquad F^4=\tfrac{63}{5}C .$$

The integral is linear in $A$, $B$, $C$, and the three parts can be found one at a time.

The tool is the angular average of a product of components of $\mathbf u$. A Gaussian vector $\mathbf x=R\,\mathbf u$ with unit variances has independent $R$ and $\mathbf u$, its moments are sums over all pairings of indices (Wick's theorem), and $\langle R^{2j}\rangle=3\cdot5\cdots(2j+1)$. Hence the average of $2j$ components of $\mathbf u$ is the sum over pairings of Kronecker deltas divided by 15, 105, 945 for $2j=4,6,8$.

Write $d_p=c\,\mathbf u^TM_p\mathbf u$ with $M_p$ symmetric, traceless and $\mathrm{tr}\,M_pM_q=\delta_{pq}$. A pairing that joins the two indices of one matrix gives a trace and vanishes. For two matrices 2 pairings survive, so $1=c^2\,4\pi\cdot 2/15$ and $c^2=15/8\pi$. The matrices are $M_{xy}=(\hat x\hat y^T+\hat y\hat x^T)/\sqrt2$ and its two analogues, $M_\epsilon=\mathrm{diag}(1,-1,0)/\sqrt2$, $M_\theta=\mathrm{diag}(-1,-1,2)/\sqrt6$.

The $A$ part has only $F^0=A$. The rank-0 part of $\rho_{pq}$ is its mean $\delta_{pq}/4\pi$, and (2) gives $A\,\delta_{pq}\delta_{rs}$.

The $B$ part has only $F^2=49B$. The rank-2 part of $\rho_{pq}$ is its projection on the five $d_l$. For three matrices 8 pairings survive, each equal to $\mathrm{tr}\,M_pM_qM_l$ (the two cyclic orders agree by transposition), so $\int d_pd_qd_l\,d\Omega=c^3(32\pi/105)\,\mathrm{tr}\,M_pM_qM_l$. Since $M_l$ is symmetric and traceless, this trace equals $\mathrm{tr}\,Q_{pq}M_l$, where $Q_{pq}$ is the traceless part of $\tfrac12(M_pM_q+M_qM_p)$. The $M_l$ are a complete orthonormal set for such matrices, so the sum over $l$ gives $\mathrm{tr}\,Q_{pq}Q_{rs}$. The prefactor is

$$49B\cdot\frac{4\pi}{5}\cdot\Big(\frac{15}{8\pi}\Big)^3\Big(\frac{32\pi}{105}\Big)^2=49B\cdot\frac{4\pi}{5}\cdot\frac{30}{49\pi}=24B .$$

The $C$ part has $(F^0,F^2,F^4)=\tfrac75C\,(1,5,9)$, that is $F^k=\tfrac75C\,(2k+1)$. The factors $2k+1$ cancel in (2), the ranks add up to the full product, and the result is $\tfrac{28\pi}{5}C\int d_pd_qd_rd_s\,d\Omega$. Evaluate this for four equal matrices $M$. The surviving pairings are $3\cdot2\cdot2=12$ of the type $(\mathrm{tr}M^2)^2$ and $3\cdot2^4=48$ of the type $\mathrm{tr}M^4$. For a traceless $3\times3$ matrix the Cayley–Hamilton theorem reads $M^3=\tfrac12(\mathrm{tr}M^2)M+\det M$; multiplying by $M$ and taking the trace gives $\mathrm{tr}M^4=\tfrac12(\mathrm{tr}M^2)^2$. The sum is $36(\mathrm{tr}M^2)^2$, and

$$\frac{28\pi}{5}\cdot\frac{225}{64\pi^2}\cdot\frac{4\pi\cdot36}{945}=\frac{28\pi}{5}\cdot\frac{15}{28\pi}=3 .$$

For $M=\sum_pv_pM_p$ the quartic form is therefore $3(v\cdot v)^2$. A totally symmetric tensor is fixed by its quartic form, and $\delta_{pq}\delta_{rs}+\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr}$ has this one. Altogether

$$(pq|rs)=A\,\delta_{pq}\delta_{rs}+24B\,\mathrm{tr}\,Q_{pq}Q_{rs}+C\,(\delta_{pq}\delta_{rs}+\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr}). \tag{3}$$

The $A$ term adds $15A$ to every d⁶ state, so set $A=0$. The matrices needed follow by multiplication:

- $M_{xy}^2=M_\epsilon^2=\mathrm{diag}(1,1,0)/2$, so $Q_{xy,xy}=Q_{\epsilon\epsilon}=\mathrm{diag}(1,1,-2)/6$; likewise $Q_{xz,xz}=\mathrm{diag}(1,-2,1)/6$, $Q_{yz,yz}=\mathrm{diag}(-2,1,1)/6$, $Q_{\theta\theta}=\mathrm{diag}(-1,-1,2)/6$.
- $M_{xy}M_{xz}=\hat y\hat z^T/2$, so $Q_{xy,xz}=(\hat y\hat z^T+\hat z\hat y^T)/4$, with $\mathrm{tr}\,Q^2=1/8$.
- $M_{xy}M_\epsilon=(\hat y\hat x^T-\hat x\hat y^T)/2$ is antisymmetric, so $Q_{xy,\epsilon}=0$.
- $M_\theta$ acts as $-1/\sqrt6$ on the $xy$ plane, so $Q_{xy,\theta}=-M_{xy}/\sqrt6$ and $Q_{\epsilon\theta}=-M_\epsilon/\sqrt6$, each with $\mathrm{tr}\,Q^2=1/6$.

With $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$, equation (3) gives $J_{pp}=4B+3C$ for all five orbitals, $J_{xy,xz}=24B(1-2-2)/36+C=-2B+C$, $J_{xy,\epsilon}=4B+C$, $J_{xy,\theta}=-4B+C$, $K_{xy,xz}=3B+C$, $K_{xy,\epsilon}=C$, $K_{xy,\theta}=K_{\epsilon\theta}=4B+C$. Two sums vanish: $\sum_{t}Q_{tt}=0$ and $Q_{\epsilon\epsilon}+Q_{\theta\theta}=0$.

### The two states at fixed geometry

The sector $M_S=2$ has five spin-up electrons, one in each orbital, and one spin-down electron: five determinants in all. The spin-up electrons contribute $\sum_{p<q}(J_{pq}-K_{pq})$. The $C$ parts cancel pair by pair. The $B$ part is half of the unrestricted double sum, because the terms $p=q$ cancel. The Coulomb half vanishes since $\sum_pQ_{pp}=0$. The exchange half has the diagonal terms $5\cdot4B$ and twice the sum over pairs: three $t$–$t$ pairs give $9B$; each $t$ orbital gives $0+4B$ summed over the two $e$ orbitals (the same for all three, because a threefold rotation permutes the $t$ orbitals and maps the $e$ space to itself), so $12B$; and $\epsilon\theta$ gives $4B$. The total is $20B+2\cdot25B=70B$, and the energy is $-35B$. The spin-down electron feels $\sum_p(pp|qr)$, whose $B$ part vanishes and whose $C$ part is $(5+2)C\,\delta_{qr}$. It is diagonal, so the five determinants are exact eigenstates. The one-electron energy of the spin-up shell is $3(-0.4)+2(0.6)=0$. Thus

$$\mathcal E_H=E({}^5T_2)=-35B+7C-0.4\Delta,\qquad E({}^5E)-E({}^5T_2)=\Delta, \tag{4}$$

exactly within the model, and $n_e=2$ in ${}^5T_2$.

The determinant $t_2^6$ has 15 electron pairs: 3 in the same orbital, and 4 spin combinations for each of 3 orbital pairs, 2 of the 4 with exchange:

$$3(4B+3C)+12(-2B+C)-6(3B+C)-2.4\Delta=-30B+15C-2.4\Delta. \tag{5}$$

Subtracting (5) from (4) gives $2\Delta-5B-8C$, which vanishes at $\Pi_0=2.5B+4C$. This is the crossing if the singlet is a single determinant.

It is not a single determinant. Single excitations $t\to e$ do not couple to $t_2^6$, since its mean field has octahedral symmetry and cannot connect orbitals of different symmetry. Double excitations $i,j\to a,b$ involve $(ia|jb)$. Both $e$ functions are even under the three reflections $x\to-x$, $y\to-y$, $z\to-z$, while the three $t$ functions have three different reflection patterns, so $(ia|jb)=0$ unless $i=j$. Only an opposite-spin pair leaving one $t$ orbital survives, with element $(ia|ib)$. For $i=xy$ this $2\times2$ matrix has diagonal $C$ and $4B+C$ and off-diagonal element zero (by $Q_{xy,\epsilon}=0$ and $\delta_{\epsilon\theta}=0$). Its sum of squares does not depend on the basis in the $e$ space, so the three $t$ orbitals contribute equally:

$$W=3\,[\,C^2+(4B+C)^2\,]=48B^2+24BC+6C^2=6(2B+C)^2+24B^2 .$$

All coupled determinants have $n_e=2$ and lie $2\Delta$ higher up to terms of order $B$ and $C$, so the lowering $\ell(\Delta)$ of the singlet below (5) tends to $W/2\Delta$ for $\Delta\gg B,C$. Define the vertical gap

$$g(\Delta)=\mathcal E_H-\mathcal E_L=2\Delta-2\Pi_0+\ell(\Delta). \tag{6}$$

The Tanabe–Sugano crossing is $g(\Delta_c)=0$, or $\Delta_c=\Pi_0-\ell(\Delta_c)/2$. Since $W\ne0$, the variational principle makes $\ell>0$, and $\Delta_c<\Pi_0$.

The slope follows from the Hellmann–Feynman theorem applied to (1): $d\mathcal E_S/d\Delta=\langle n_e\rangle_S-2.4$, so

$$g'(\Delta)=2-\langle n_e\rangle_L\le2. \tag{7}$$

$\mathcal E_L$ is the minimum over singlet states of $\langle H\rangle$, each linear in $\Delta$, and a minimum of linear functions is concave. Its slope cannot rise, so $\langle n_e\rangle_L$ cannot rise with $\Delta$. If $\langle n_e\rangle_L<2$ at some $\Delta_1$, then $g'>0$ for all $\Delta\ge\Delta_1$, and there is at most one crossing there. In the example below $\langle n_e\rangle_L$ is 0.096 at the high-spin field, and it is only 0.139 at $\Delta=8000$ cm⁻¹, which is lower than any field at which the monotonicity of $g$ is used (the lowest, about 8200 cm⁻¹, occurs at the weak-field end of the ligand series below). Near the crossing $g'$ is therefore slightly below 2, the number of electrons moved from $t_2$ to $e$.

### How $\Delta$ depends on $r$

One case can be derived. In atomic units, six charges $-q$ at distance $R$ on the axes repel an electron lying inside them with $q\sum_k(r_e^k/R^{k+1})\sum_iP_k(\mathbf u\cdot\mathbf n_i)$, where $r_e$ is the electron's radius. Odd $k$ cancel between opposite charges, $k>4$ has no matrix elements in the d shell, and $k=0$ shifts all orbitals equally. For $k=2$ the sum is $2[\tfrac32(u_x^2+u_y^2+u_z^2)-\tfrac32]=0$. For $k=4$, with $P_4(t)=(35t^4-30t^2+3)/8$ and $\sigma=u_x^4+u_y^4+u_z^4$,

$$\sum_iP_4=\tfrac28\,(35\sigma-30+9)=\tfrac{35}{4}\big(\sigma-\tfrac35\big).$$

The pairing rule gives $\langle u_x^8\rangle=105/945$, $\langle u_x^6u_y^2\rangle=15/945$, $\langle u_x^4u_y^4\rangle=9/945$, $\langle u_x^2u_y^2u_z^4\rangle=3/945$. For $xy$, $4\pi d^2=15u_x^2u_y^2$ and $\langle\sigma\rangle=15(15+15+3)/945=11/21$. For $\epsilon$, $4\pi d^2=\tfrac{15}{4}(u_x^4-2u_x^2u_y^2+u_y^4)$ and $\langle\sigma\rangle=\tfrac{15}{4}(123-66+123)/945=5/7$. The shifts are $\tfrac{35}{4}(\tfrac{11}{21}-\tfrac35)=-\tfrac23$ and $\tfrac{35}{4}(\tfrac57-\tfrac35)=+1$ in units of $q\langle r_e^4\rangle/R^5$. They stand in the ratio $-0.4:0.6$, as assumed in (1), and their difference is

$$\Delta=\frac53\,\frac{q\langle r_e^4\rangle}{R^5}.$$

For a Gaussian d function $r_e^2e^{-\alpha r_e^2}$, $\langle r_e^4\rangle=\Gamma(\tfrac{11}{2})/[\Gamma(\tfrac72)(2\alpha)^2]=4.5\cdot3.5/(2\alpha)^2$, which is 1.750 bohr⁴ for $\alpha=1.5$ bohr⁻². With $q=1$, exact integrals over this function give 830 cm⁻¹ at 2.0 Å and 515 cm⁻¹ at 2.2 Å, a ratio of 1.6105, and the program tests both the formula and the fifth power. These splittings are more than ten times smaller than the $\Delta$ needed below, so this calculation supplies an example of a steep power law and not a theory of the ligand field. I therefore write

$$\Delta(r)\propto r^{-n},\qquad \frac{d\Delta}{dr}=-\frac{n\Delta}{r},\qquad \frac{\Delta_L}{\Delta_H}=\Big(\frac{r_H}{r_L}\Big)^n,$$

and treat $n$ as a parameter, varied below from the point-charge value 5 up to 6. Bond lengths of 2.0 and 2.2 Å are rough sizes for low-spin and high-spin iron(II)–nitrogen bonds. Their ratio 1.1 gives 1.611, 1.689 and 1.772 for $n=5$, 5.5 and 6, and exactly 1.7 needs $n=\ln1.7/\ln1.1=5.57$.

### Letting the bonds relax

Everything in the energy that does not depend on the arrangement of the d electrons is collected in a spin-independent $V(r)$:

$$E_S(r)=V(r)+\mathcal E_S(\Delta(r)),\qquad E_H(r)-E_L(r)=g(\Delta(r)). \tag{8}$$

Let $r_L$, $r_H$ be the minima, $\Delta_L=\Delta(r_L)$, $\Delta_H=\Delta(r_H)$, and define the relaxed gap and the reorganization energies

$$\Delta E=E_H(r_H)-E_L(r_L),\quad \lambda_H=E_H(r_L)-E_H(r_H),\quad \lambda_L=E_L(r_H)-E_L(r_L).$$

Both $\lambda$ are non-negative because each curve is lowest at its own minimum. Differentiating (8),

$$E_H'(r)-E_L'(r)=-g'\,\frac{n\Delta}{r}<0, \tag{9}$$

so the two slopes never vanish at the same point and the minima differ. At $r_L$, where $E_L'=0$, the high-spin state feels an outward force $g'n\Delta_L/r_L$. The dependence of $\Delta$ on $r$ that makes $10Dq$ jump is thus also the cause of the bond change: putting electrons in $e$ costs $\Delta$ each, and lengthening the bonds reduces that cost.

Now add and subtract $E_H(r_H)$ in the vertical gap at $r_L$, and $E_L(r_L)$ in the gap at $r_H$:

$$g(\Delta_L)=[E_H(r_L)-E_H(r_H)]+[E_H(r_H)-E_L(r_L)]=\lambda_H+\Delta E, \tag{10}$$

$$g(\Delta_H)=[E_H(r_H)-E_L(r_L)]-[E_L(r_H)-E_L(r_L)]=\Delta E-\lambda_L. \tag{11}$$

Their difference is $g(\Delta_L)-g(\Delta_H)=\lambda_H+\lambda_L>0$. Since $g$ increases, $\Delta_L>\Delta_H$ and $r_L<r_H$. If moreover

$$-\lambda_H<\Delta E<\lambda_L, \tag{12}$$

then $g(\Delta_H)<0<g(\Delta_L)$, which means $\Delta_H<\Delta_c<\Delta_L$. The curves cross at $r_c$ with $\Delta(r_c)=\Delta_c$, so $r_c=r_H(\Delta_H/\Delta_c)^{1/n}$ and $r_L<r_c<r_H$. When each curve has a single well, the lower of the two rises from $r_L$ to $r_c$ along $E_L$ and falls from $r_c$ to $r_H$ along $E_H$: the Tanabe–Sugano crossing is the top of the barrier.

The distances follow from integrating (7) from $\Delta_c$, where $g=0$:

$$\lambda_H+\Delta E=\int_{\Delta_c}^{\Delta_L}(2-\langle n_e\rangle_L)\,d\Delta,\qquad \lambda_L-\Delta E=\int_{\Delta_H}^{\Delta_c}(2-\langle n_e\rangle_L)\,d\Delta. \tag{13}$$

The integrand is at most 2, which gives the lower bounds

$$\Delta_L-\Delta_c\ge\tfrac12(\lambda_H+\Delta E),\qquad \Delta_c-\Delta_H\ge\tfrac12(\lambda_L-\Delta E).$$

This answers the objection that the states are degenerate only at the crossing. They are vertically degenerate only there. The quantity that must be small for a thermal equilibrium is $\Delta E$, and (10) and (11) show that a small $\Delta E$ forces the vertical gaps to be about $+\lambda_H$ and $-\lambda_L$. The low-spin molecule is a strong-field complex at its own geometry, and the high-spin molecule is a weak-field complex at its own.

Within the model, when condition (12) holds, the relaxed high-spin state lies below the Tanabe–Sugano crossing and the relaxed low-spin state above it, with the crossing met only at a bond length between them. It remains to find how small $\Delta E$ must be for a thermal crossover, to work through a numerical example, to vary the ligand strength, and to examine the stiff limit in which your reading is right.
